# Leading Interelectronic Correction to the g Factor of Lithiumlike Ions, part 2

We seek the correction $\Delta g$ to the g factor of a lithiumlike ion in the state $1s^22s\;{}^2S_{1/2}$, to first order in the electron-electron interaction and lowest order in $Z\alpha$. The nucleus, of charge $Z$, is a point, spinless and infinitely heavy. The free electron's anomalous moment, other radiative effects and nuclear recoil are excluded. In silicon ($Z=14$), the interaction removes 18% of the one-electron shift, although $1/Z$ is only 7%; this comparison is to be explained.

Atomic units are used: $\hbar=m=e=1$, electron charge $-1$, $c=1/\alpha$. The uniform field $\mathbf B$, along $z$, has $\mathbf A=\frac12\mathbf B\times\mathbf r$, and the kinetic momentum is $\mathbf p+\mathbf A$. We write $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$, and $\sigma_{iz}=\pm1$ is the spin sign of electron $i$. The hydrogenic spatial orbitals are $\varphi_{1s}$ and $\varphi_{2s}$; $\varepsilon_a$ and $\varepsilon_n$ are orbital energies.

For this state, in unscaled lengths,

$$G=\sum_i\sigma_{iz}f_i+\sum_{i\ne j}\sigma_{iz}W_{ij},\tag{7}$$

$$f_i=-\frac{p_i^2}{2}+\frac Z{6r_i},\tag{8}$$

$$W_{ij}=-\frac{\mathbf r_i\cdot\mathbf r_{ij}}{6r_{ij}^3}+\frac{\mathbf r_{ij}\cdot\mathbf r_j}{3r_{ij}^3},\tag{9}$$

$$g-2=2\alpha^2\langle G\rangle .\tag{10}$$

With $\mathbf r_i=\boldsymbol\rho_i/Z$, the nonrelativistic Hamiltonian is

$$H_0=Z^2\left[\sum_i\left(-\frac12\nabla_{\rho_i}^2-\frac1{\rho_i}\right)+\frac1Z\sum_{i<j}\frac1{\rho_{ij}}\right].\tag{11}$$

The hydrogenic value $\delta_0$ of $\langle G\rangle/Z^2$ gives the one-electron shift:

$$\delta_0=-\frac18+\frac1{24}=-\frac1{12},\qquad
g-2=-\frac{(Z\alpha)^2}{6}.\tag{13}$$

Independently, for an s electron whose upper and lower Dirac radial functions, multiplied by $r$, are $P_D$ and $Q_D$,

$$\frac{gB}{4}=-\frac{2cB}{3}\int_0^\infty rP_DQ_D\,dr,\qquad
g=-\frac{8c}{3}\int_0^\infty rP_DQ_D\,dr .\tag{14}$$

For 2s at $Z\alpha=0.05$, a numerical solution with (14) gave $(g-2)/(Z\alpha)^2=-0.16681$, against $-0.16667$ from (13).

### Quantities carried over

The g factor follows from $g-2=2\alpha^2\langle G\rangle$, where $G$ contains $\sigma_{iz}f_i$ and $\sigma_{iz}W_{ij}$. After lengths are scaled by $1/Z$, the unperturbed orbitals belong to unit nuclear charge and

$$f=-\frac{p^2}{2}+\frac1{6r},\qquad
W_{12}=-\frac{\mathbf r_1\cdot\mathbf r_{12}}{6r_{12}^3}+\frac{\mathbf r_{12}\cdot\mathbf r_2}{3r_{12}^3}.$$

The scaled coordinate is again called $r$. The interaction correction is $\Delta g=2\alpha^2Z(\delta_1+\delta_2)$, with $\delta_1$ from the response of the orbitals and $\delta_2$ from the two-electron operator. The state is the determinant of $1s\uparrow$, $1s\downarrow$ and $2s\uparrow$.

The radial functions, multiplied by $r$, are

$$u_1=2re^{-r},\qquad
u_2=\frac{r}{\sqrt2}\left(1-\frac r2\right)e^{-r/2}.\tag{15}$$

With the 2s electron at $\mathbf r_1$ and a 1s electron at $\mathbf r_2$, define

$$P=\left\langle\frac{\theta(r_1>r_2)}{r_1}\right\rangle,\qquad
Q=\left\langle\frac{\theta(r_2>r_1)}{r_2}\right\rangle.\tag{16}$$

The function $\theta$ is one when its condition holds and zero otherwise. The direct Coulomb integral is $J=P+Q$, because the angular average of $1/r_{12}$ is $1/r_>$, where $r_>$ is the larger radius. The exchange integral is

$$K=\int_0^\infty\!\!\int_0^\infty\frac{u_1(r_1)u_2(r_1)u_1(r_2)u_2(r_2)}{r_>}\,dr_1dr_2 .\tag{17}$$

### Response of the orbitals

Let $F=\sum_i\sigma_{iz}f_i$ and $U=\sum_{i<j}1/r_{ij}$. Consider the auxiliary Hamiltonian

$$H(\lambda,\epsilon)=\sum_i\left(\frac{p_i^2}{2}-\frac1{r_i}\right)+\epsilon U+\lambda F .$$

The Hellmann-Feynman theorem gives $\langle F\rangle=\partial E/\partial\lambda$ at $\lambda=0$. The part linear in the repulsion is therefore

$$\delta_1=\left.\frac{\partial^2E}{\partial\epsilon\,\partial\lambda}\right|_0
=\left.\frac{d}{d\lambda}\langle\Phi_\lambda|U|\Phi_\lambda\rangle\right|_0 ,\tag{18}$$

where $\Phi_\lambda$ is the determinant at $\epsilon=0$. The hydrogenic degeneracy with $1s^22p$ does no harm: that configuration has odd parity, while $U$ and $F$ preserve parity.

For an electron with spin sign $s=\pm1$, the auxiliary one-electron Hamiltonian is

$$(1-\lambda s)\frac{p^2}{2}-\left(1-\frac{\lambda s}{6}\right)\frac1r .$$

This is another hydrogenic problem. Its inverse length scale is the attraction strength divided by the kinetic coefficient:

$$\zeta_s=\frac{1-\lambda s/6}{1-\lambda s}=1+\frac56\lambda s+O(\lambda^2).\tag{19}$$

With $\eta=5\lambda/6$, the up-spin orbitals contract by the factor $1+\eta$ and the down-spin orbital expands correspondingly. The repulsion energy consists of three parts.

1. For the two 1s electrons, the scales are $1+\eta$ and $1-\eta$. Their Coulomb integral is symmetric under exchange of these scales, so its derivative at $\eta=0$ is zero.

2. For $1s\uparrow$ and $2s\uparrow$, both scales are $1+\eta$. Coulomb integrals are proportional to inverse length, so $J-K$ changes at the rate $J-K$.

3. For $1s\downarrow$ and $2s\uparrow$, there is no exchange. Changing the scale of 2s replaces its radius by $r_1/\zeta$. Where $r_1>r_2$, $1/r_>$ becomes $\zeta/r_1$ and the derivative is $P$. The moving boundary adds nothing because $1/r_>$ is continuous there. Changing the 1s scale similarly gives $Q$. Since the 1s scale decreases, the total rate is $P-Q$.

Adding the rates and using $J=P+Q$ gives

$$\delta_1=\frac56\left[(P+Q-K)+(P-Q)\right]=\frac56(2P-K).\tag{20}$$

The same quantity has a form suited to a numerical basis:

$$\delta_1=2\sum_{a\,\mathrm{occ}}\;\sum_{n\,\mathrm{unocc}}s_a\frac{f_{an}v_{na}}{\varepsilon_a-\varepsilon_n}.\tag{21}$$

Here $a$ and $n$ have the same spin, and $v_{na}$ is the matrix element of direct repulsion minus same-spin exchange with all occupied orbitals. Single excitations suffice because $F$ is a one-electron operator. Continuum states must be included. The transition $1s\downarrow\to2s\downarrow$ is allowed, while $1s\uparrow\to2s\uparrow$ is blocked. In a Laguerre basis, (21) gives $0.28349337$, the same printed value as (20).

### Expectation value of the two-electron operator

For a sum over ordered electron pairs, the determinant gives

$$\delta_2=\sum_{a\ne b}s_a\left[\langle ab|W_{12}|ab\rangle-\delta_{s_as_b}\langle ab|W_{12}|ba\rangle\right].\tag{22}$$

In the direct part, terms with $a=1s\uparrow$ and $a=1s\downarrow$ cancel: each sees the other 1s electron and the 2s electron, but their signs are opposite. The term $a=2s\uparrow$ remains and has two 1s partners. It gives $2W_d$, where $W_d$ is the direct value with 2s in position 1 and 1s in position 2.

The angular averages follow by differentiating the average $1/r_>$ along each radius:

$$\frac{\mathbf r_1\cdot\mathbf r_{12}}{r_{12}^3}
=-r_1\frac{\partial}{\partial r_1}\frac1{r_{12}}
\longrightarrow\frac{\theta(r_1>r_2)}{r_1},$$

$$\frac{\mathbf r_{12}\cdot\mathbf r_2}{r_{12}^3}
=r_2\frac{\partial}{\partial r_2}\frac1{r_{12}}
\longrightarrow-\frac{\theta(r_2>r_1)}{r_2}.$$

Thus

$$W_d=-\frac P6-\frac Q3 .\tag{23}$$

Exchange occurs between the two up-spin orbitals. The two orderings in (22) both contain the product density $\varphi_{1s}\varphi_{2s}$ at each position. Their sum is minus the integral of this double density with $W_{12}+W_{21}$. Since $\mathbf r_{21}=-\mathbf r_{12}$,

$$\begin{aligned}
W_{12}+W_{21}
&=\frac{-\frac16\mathbf r_1\cdot\mathbf r_{12}+\frac13\mathbf r_2\cdot\mathbf r_{12}
+\frac16\mathbf r_2\cdot\mathbf r_{12}-\frac13\mathbf r_1\cdot\mathbf r_{12}}{r_{12}^3}\\
&=-\frac{(\mathbf r_1-\mathbf r_2)\cdot\mathbf r_{12}}{2r_{12}^3}
=-\frac1{2r_{12}} .
\end{aligned}$$

The exchange contribution is consequently $+K/2$, and

$$\delta_2=2W_d+\frac K2=-\frac P3-\frac{2Q}{3}+\frac K2 .\tag{24}$$

This was tested with the vector expression for $W_{12}$, without the angular averages, by summing the permutations of the three-electron determinant. The natural variables are $r_1,r_2,r_{12}$. At fixed radii, $r_{12}dr_{12}=r_1r_2\sin\vartheta\,d\vartheta$, so the volume element for s orbitals is $8\pi^2r_1r_2r_{12}\,dr_1dr_2dr_{12}$. The numerical value is $-0.06858711$, in agreement with (24).

### Three physical contributions

Adding (20) and (24) gives

$$\delta_1+\delta_2
=\left(\frac53-\frac13\right)P-\frac23Q+\left(-\frac56+\frac12\right)K
=\frac43P-\frac23Q-\frac13K .$$

Therefore

$$\frac{\Delta g}{\alpha^2Z}=\frac83P-\frac43Q-\frac23K .\tag{25}$$

The first term is Coulomb screening. The core weakens the attraction on the 2s electron, reducing its kinetic energy and changing its spin-orbit gauge energy. If the core were concentrated at the nucleus, then $P=\langle1/r\rangle_{2s}=1/4$ and $Q=K=0$. Equation (25) would give $2/3$. This is also the coefficient linear in $Z$ when $-\alpha^2Z^2/6$ is replaced by $-\alpha^2(Z-2)^2/6$. The actual 2s electron penetrates the core, and its $P$ is smaller.

The screening coefficient was tested with (14). The potential in the Dirac equation was

$$-\frac1r+\mu\,\frac{2}{r}\left[1-(1+r)e^{-2r}\right],$$

in the scaled units of (11), where $c$ is replaced by $1/(Z\alpha)$ and the repulsion from two 1s electrons corresponds to $\mu=1/Z$. The derivative of $g$ with respect to $\mu$ at $\mu=0$, divided by $(Z\alpha)^2$, is then the coefficient of $\alpha^2Z$. In a finite basis and with a finite step in $\mu$ it was $0.48318$ at $Z\alpha=0.05$. The last digit carries numerical error; the derivative evaluated with the exact Dirac 2s functions is $0.48322$. The operator result $8P/3$ is $0.48285$. The difference is below 0.1% of the operator result, within the 1% tolerance.

The second term is diamagnetic shielding. A core electron acquires the velocity $\mathbf A$ in the field, hence the electric current $-\mathbf A$ per unit density. On a sphere of radius $b$, this current produces the angularly averaged field $-\alpha^2B/(3b)$ inside and zero outside. A Biot-Savart integration for $b=1$ gives $-0.33333333$ at half the shell radius and zero to the printed digits at twice the radius, in units of $\alpha^2B$. With two core electrons and lengths restored, the relative field at the 2s electron changes by $-2\alpha^2ZQ/3$. Multiplication by the leading $g=2$ gives $-4\alpha^2ZQ/3$, as in (25).

The third term combines the exchange contribution to the orbital response, $-5K/6$, with the exchange of $W$, $+K/2$, before the final factor of two. The determinant and sum-over-states tests check its evaluation from the effective operators. They do not constitute a separate relativistic calculation of exchange.

### The radial integrals

All integrals reduce to $\int_0^\infty r^ne^{-3r}dr=n!/3^{n+1}$, apart from the elementary $\langle1/r\rangle_{2s}=1/4$. The 1s probability inside radius $r$ is

$$\int_0^r4t^2e^{-2t}dt=1-(1+2r+2r^2)e^{-2r}.$$

With $u_2^2=\frac12r^2(1-r+r^2/4)e^{-r}$, this gives

$$\begin{aligned}
P&=\frac14-\frac12\int_0^\infty r\left(1-r+\frac{r^2}{4}\right)(1+2r+2r^2)e^{-3r}dr\\
&=\frac14-\frac12\int_0^\infty\left(r+r^2+\frac{r^3}{4}-\frac{3r^4}{2}+\frac{r^5}{2}\right)e^{-3r}dr\\
&=\frac14-\frac12\left(\frac19+\frac2{27}+\frac1{54}-\frac4{27}+\frac{20}{243}\right)\\
&=\frac14-\frac{67}{972}=\frac{44}{243}.
\end{aligned}$$

For $Q$, the 1s electron lies outside. Since $\int_r^\infty4te^{-2t}dt=(1+2r)e^{-2r}$,

$$\begin{aligned}
Q&=\frac12\int_0^\infty r^2\left(1-r+\frac{r^2}{4}\right)(1+2r)e^{-3r}dr\\
&=\frac12\int_0^\infty\left(r^2+r^3-\frac{7r^4}{4}+\frac{r^5}{2}\right)e^{-3r}dr\\
&=\frac12\left(\frac2{27}+\frac2{27}-\frac{14}{81}+\frac{20}{243}\right)
=\frac7{243}.
\end{aligned}$$

For exchange, let $d=u_1u_2=\sqrt2\,r^2(1-r/2)e^{-3r/2}$. Differentiation verifies that

$$\int_0^rd(t)dt=\frac{\sqrt2}{3}r^3e^{-3r/2}.$$

The two regions $r_1>r_2$ and $r_2>r_1$ contribute equally to $K$, so

$$\begin{aligned}
K&=2\int_0^\infty\frac{d(r)}r\left[\int_0^rd(t)dt\right]dr
=\frac43\int_0^\infty\left(r^4-\frac{r^5}{2}\right)e^{-3r}dr\\
&=\frac43\left(\frac{24}{243}-\frac{60}{729}\right)=\frac{16}{729}.
\end{aligned}$$

Insertion into (25) yields

$$\frac{\Delta g}{\alpha^2Z}
=\frac{352}{729}-\frac{28}{729}-\frac{32}{2187}
=\frac{1056-84-32}{2187}
=\frac{940}{2187}.\tag{26}$$

### Silicon and the range of use

For $Z=14$ and $\alpha=0.0072973526$, the common factor is $\alpha^2Z=7.4552\times10^{-4}$. The contributions are

- Coulomb screening: $0.48285\times7.4552\times10^{-4}=3.600\times10^{-4}$;
- core shielding: $-0.03841\times7.4552\times10^{-4}=-0.286\times10^{-4}$;
- exchange: $-0.01463\times7.4552\times10^{-4}=-0.109\times10^{-4}$.

Their sum is

$$\Delta g=0.42981\times7.4552\times10^{-4}=3.204\times10^{-4}\simeq3.2\times10^{-4}.$$

The opening comparison now follows from dividing (26) by the magnitude of (13):

$$\frac{\Delta g}{(Z\alpha)^2/6}=\frac{6\times940}{2187\,Z}=\frac{2.58}{Z}=0.184 .$$

The factor 2.58 explains why the effect is larger than $1/Z$ alone. A pointlike core of two electrons would give a factor of 4. Penetration reduces the screening part to $6\times0.48285=2.90$, and shielding and exchange reduce it further to 2.58.

The sum of the one-electron shift and this correction is $-1.4\times10^{-3}$; the omitted higher orders in $1/Z$ and $Z\alpha$ can already affect the next figure. It is not the complete deviation of the g factor from 2, because the effects excluded at the start have to be added.

For silicon, $1/Z=0.071$ and $(Z\alpha)^2=0.010$ set the relative scales of the next interaction and relativistic corrections. Their coefficients have not been calculated here, so these numbers are not error bounds. At small $Z$ the first order in the repulsion is no longer sufficient, because it nearly cancels the one-electron shift: for $Z=3$ the two terms are $+0.143$ and $-0.167$ in units of $(Z\alpha)^2$, and the small remainder is sensitive to the next order. A correlated nonrelativistic wave function can then be used directly in (10), still at order $\alpha^2$. At large $Z$, the expansion in $Z\alpha$ becomes unsuitable and the interaction must be treated relativistically.

An implementation that starts from screened orbitals must also avoid double counting. If a local potential has been added to the one-electron Hamiltonian, the same potential must be subtracted from the perturbation. Equation (26) is to be added to the shift of unscreened hydrogenic orbitals. The numerical output lists the integrals, checks and silicon values.

## Table of computed values

```
Exact integrals at Z = 1 (hartree)
  P = 44/243 = 0.18106996
  Q = 7/243 = 0.02880658
  K = 16/729 = 0.02194787
  J = P + Q = 17/81 = 0.20987654
Contributions to Delta g/(alpha^2 Z) (dimensionless)
  Coulomb screening  8P/3 = 352/729 = 0.48285322
  core shielding    -4Q/3 = -28/729 = -0.03840878
  exchange          -2K/3 = -32/2187 = -0.01463192
  sum = 940/2187 = 0.42981253
Independent numerical checks (dimensionless)
  delta_1, sum over states     = 0.28349337
  delta_1, (5/6)(2P-K)         = 0.28349337
  delta_2, determinant         = -0.06858711
  delta_2, -P/3-2Q/3+K/2       = -0.06858711
  2(delta_1+delta_2), numeric  = 0.42981253
  Dirac test value of Z*alpha  = 0.05
  Dirac (g-2)/(Z alpha)^2, 2s  = -0.16681
  operator value of the same   = -0.16667
  Dirac screening coefficient  = 0.48318
  shell field, r = b/2, b = 1  = -0.33333333
  shell field, r = 2b,  b = 1  = 0.00000000
Lithiumlike silicon (dimensionless)
  Z = 14, alpha = 0.0072973526
  alpha^2 Z         = 7.455190e-04
  Coulomb screening = 3.5998e-04
  core shielding    = -2.8634e-05
  exchange          = -1.0908e-05
  Delta g           = 3.2043e-04
  one-electron shift -(Z alpha)^2/6 = -1.7395e-03
  sum of the two shifts             = -1.4191e-03
  1/Z = 0.0714, (Z alpha)^2 = 0.01044
```
